A Scattering Table Indexed by Floating-Point Bits, with Error Bounds

**Result**

Take a positive, normal single-precision number x and keep its binary exponent e and the four leading bits of its mantissa, read as an integer k from 0 to 15. All numbers with the same e and k lie in the bin

2^e (1 + k/16) ≤ x < 2^e (1 + (k+1)/16),

and the width of this bin, relative to its lower edge, is

width / lower edge = 1/(16 + k) ≤ 1/16.

Equality holds for k = 0; the smallest ratio is 1/31, at k = 15. The index along each axis of a scattering table can therefore be found by an integer shift and a subtraction, without a logarithm or a search. The bound applies to the coordinates of the table. The error of the stored scattering value can be larger and is estimated separately below.

**From bit pattern to bin**

A single-precision number has one sign bit, eight exponent bits holding an integer E, and 23 mantissa bits holding an integer M. For a positive normal number, 1 ≤ E ≤ 254 and

x = 2^e (1 + M/2^23), e = E − 127.

Read as one integer, the same 32 bits are B = 2^23 E + M. A right shift by 19 places divides by 2^19 and discards the remainder. Because 2^23/2^19 = 16,

floor(B/2^19) = 16E + floor(M/2^19) = 16E + k.

This integer rises by one from each bin to the next, also across a power of two, where k returns from 15 to 0 while E rises by one. If the table starts at 2^e₀, its first bin has the integer 16(e₀ + 127), so the index counted from zero is

i = floor(B/2^19) − 16(e₀ + 127).

For fixed k, M runs from 2^19 k up to, but not including, 2^19 (k+1). Division by 2^23 gives the edges stated above. Their difference is 2^e/16, and hence

(2^e/16) / [2^e (1 + k/16)] = 1/(16 + k).

The exponent cancels, so the relative resolution is the same in every octave. With m mantissa bits in place of four, the same algebra gives 1/(2^m + k), whose largest value is 2^−m.

The ratio was tested on all 254 × 16 = 4064 normal bins, with edges decoded from the bit patterns and the last upper edge taken as 2^128. The inequality held in each bin, with equality in 254 of them, one per exponent.

Two conditions matter in use. First, the numbers must be normal. For E = 0 the format drops the leading 1, and the bins have equal widths down to zero. The second of them has a width equal to its lower edge, a ratio of 1, and the first starts at zero and has no finite ratio. Secondly, the bin belongs to the number after rounding to single precision. The double-precision number just below 0.5 belongs to energy bin 223 of the table below, but it rounds to 0.5 and is sent to bin 224. Rounding to nearest moves a normal number by at most 2^(e−24), so the shift in value is negligible. At the top of the table, however, it can produce an index one past the end, and the range check must follow the rounding.

**The quantity to be stored**

Atomic units are used in the algebra. An ion of charge number Z₁, mass M₁ and energy E_ion meets a resting atom with Z₂ and M₂ at impact parameter p. The assumed interaction is the universal screened potential

V(r) = Z₁Z₂ Φ(r/a)/r,

Φ(x) = 0.18175 exp(−3.1998x) + 0.50986 exp(−0.94229x) + 0.28022 exp(−0.4029x) + 0.02817 exp(−0.20162x),

a = (9π²/128)^(1/3) / (Z₁^0.23 + Z₂^0.23).

Let μ be the reduced mass, v the initial speed and E_cm = μv²/2 = E_ion M₂/(M₁+M₂). Angular momentum is μvp, so the polar angle φ obeys dφ/dt = vp/r². The centrifugal energy is (μvp)²/(2μr²) = E_cm p²/r², and energy conservation gives

(dr/dt)² = v² [1 − V(r)/E_cm − p²/r²].

Dividing the angular rate by the radial speed gives

|dφ/dr| = p / {r² √[1 − V/E_cm − p²/r²]}.

The inward and outward halves of the path sweep equal angles. Without an interaction the total would be π; the deflection θ is what is missing from π. With r = ax, p = as and ε = aE_cm/(Z₁Z₂), the potential term becomes V/E_cm = Φ(x)/(xε), and

θ = π − 2s ∫ from x₀ to ∞ of dx/[x² √g(x)],

g(x) = 1 − Φ(x)/(xε) − s²/x², g(x₀) = 0.

Thus θ depends on the two numbers ε and s alone, and one table serves all ion–atom pairs that share this Φ, provided its axes cover the values of ε and s they reach.

Both subtracted terms in g fall as x grows, so x₀ is unique. It can be bracketed. At x = s, g is negative. At X = s + 1/ε, since Φ ≤ 1,

X² g(X) ≥ X² − X/ε − s² = Xs − s² = s/ε > 0.

Bisection between these points finds x₀. The integrand is singular there, and the substitution x = x₀/sin χ cures this. From dx/x² = −cos χ dχ/x₀,

θ = π − (2s/x₀) ∫ from 0 to π/2 of cos χ dχ / √g(x₀/sin χ).

Near χ = π/2, set δ = π/2 − χ. Then 1 − sin χ ≈ δ²/2, so √g is proportional to δ, and so is cos χ. Their ratio stays finite, and ordinary Gauss–Legendre quadrature applies.

The table stores S = sin²(θ/2), because this gives the energy transfer directly. The centre of mass moves at V_c = M₁v/(M₁+M₂). In its frame the struck atom has speed V_c before and after the collision, with its direction turned by θ. The change of its velocity has magnitude 2V_c sin(θ/2), which is its final speed in the laboratory. Hence

T = (M₂/2) 4V_c² S = γ E_ion S, γ = 4M₁M₂/(M₁+M₂)².

**The Coulomb limit**

For Φ = 1 the integral can be done in closed form. Put w = s/x and h = 1/(2εs). Then s dx/x² = −dw, and completing the square gives

g = 1 − 2hw − w² = 1 + h² − (w + h)².

The upper limit w₀ is the zero of g, where w₀ + h = √(1+h²). Therefore

∫ from 0 to w₀ of dw/√g = π/2 − arcsin[h/√(1+h²)],

θ = 2 arcsin[h/√(1+h²)],

S = h²/(1+h²) = 1/(1 + 4ε²s²).

With 64 nodes, the quadrature reproduced this law to a relative error of 1.1×10⁻¹¹ for ε = 0.1, 0.5, 1 combined with s = 0.1, 1, 5. For the screened potential, direct integration of Newton's equations at (ε, s) = (0.5, 1), (0.01, 3) and (0.001, 8) agreed with the quadrature within 10⁻¹¹ rad. Integration error is thus far below the discretization error treated next.

**Table layout**

The energy axis covers 2⁻¹⁵ ≤ ε < 1, which is 15 octaves or 240 bins. The other axis covers 2⁻⁸ ≤ s < 16, which is 12 octaves or 192 bins. Each of the 46080 entries holds S at the midpoints of its two bins; in single precision they occupy 184320 bytes. With the integers B(ε) and B(s), a lookup consists of

i = floor(B(ε)/2^19) − 1792,

j = floor(B(s)/2^19) − 1904,

address = 192 i + j.

The constants are 16(−15+127) and 16(−8+127).

These ranges are chosen for the nickel example. A value s ≥ 16 gives j ≥ 192 and would read from a later energy row, so it must be caught by a range check. With the p_max defined below, self-ions reach s = 16.3 in tungsten and 16.9 in gold, and at 100 keV light ions exceed ε = 1 (about 16 for He in Ni, 10 for B in Si); such cases need longer axes.

Values of s below 2⁻⁸ use j = 0. They are nearly head-on collisions, for which S is close to 1. At the lower edge s = 2⁻⁸, the largest 1 − S over the energy edges is 1.4×10⁻⁴, so the replacement error is of this order.

**Error of a stored value**

Let r = 1/(16+k) be the relative width of a bin with lower edge A. Its midpoint is A(1 + r/2). The logarithmic distance from the lower edge to the midpoint is ln(1 + r/2). The distance from the midpoint to the upper edge is

ln[(1+r)/(1+r/2)] = ln[1 + (r/2)/(1+r/2)] < ln(1 + r/2).

Both are at most δ = ln(1 + 1/32) = ln(33/32) ≈ 0.0308.

Now join the requested point to the midpoint by a straight line in the plane of ln ε and ln s. The line stays inside the bin, and each coordinate changes by at most δ. Integrating the derivative of ln S along it gives

|ln(S_table/S)| ≤ Λδ, Λ = max(|∂ln S/∂ln ε| + |∂ln S/∂ln s|).

For Coulomb scattering each derivative is −8ε²s²/(1+4ε²s²), whose magnitude is below 2. Thus Λδ < 4 ln(33/32) = 0.123. The largest error found at the lower bin corners was 0.121, so this bound is nearly reached where εs is large.

Screening makes S fall faster with s. Slopes sampled every half octave in ε and every quarter octave in s gave Λ = 11.85, and so Λδ = 0.365. Because Λ was sampled, this is a numerical estimate of the bound. The largest logarithmic error found at bin corners was 0.277, a factor of 1.32 in S. The estimate pairs the steepest slope with the widest bins. These need not occur together, so it can exceed the actual error. A 1/16 bin width therefore does not mean a 1/16 error in scattering.

A fifth mantissa bit would change δ to ln(65/64), about half as large, and would multiply the number of entries by four. Interpolation is another remedy, at the price of more memory reads per collision.

**Why averages are better than single values**

Let R(ε) be the average of S over impact parameters, and let c be the midpoint of an energy bin. To first order,

[R(c) − R(ε)]/R(ε) ≈ −(ε − c) R′(c)/R(c).

This is odd about c. It cancels if the energies visited fill the bin evenly, and a second-order error remains. It does not cancel when the energy is held fixed.

For impact parameters the weight is the ring area, proportional to 2s ds. In a bin of midpoint c and half-width h, the mean displacement is

[∫ from −h to h of y · 2(c+y) dy] / [∫ from −h to h of 2(c+y) dy] = (4h³/3)/(4ch) = h²/(3c).

Relative to c this is h²/(3c²). Since h/c = 1/(33+2k) ≤ 1/33, it is at most 3.1×10⁻⁴. First-order errors in s thus nearly cancel within each complete bin, even at fixed energy. Here too a second-order error remains.

**Example: nickel ions in nickel**

Consider a 100 keV Ni ion in fcc nickel, with Z₁ = Z₂ = 28. As inputs of the example, both masses are set to 58.69 u and the lattice constant to 3.52 angstrom. Then a = 0.10885 angstrom and γ = 1. On this energy scale ε = 1 corresponds to 207426 eV, so

ε = 100000/207426 = 0.4821.

Its exponent field is 01111101, or 125, and its next four bits are 1110, or 14. Hence e = −2 and

i = 16×125 + 14 − 1792 = 222.

The bin runs from 0.46875 to 0.484375, with relative width 1/30.

For p = 0.50 angstrom, s = 0.50/0.10885 = 4.593. The fields 10000001 and 0010 give E = 129 and k = 2, so

j = 16×129 + 2 − 1904 = 162.

This bin runs from 4.50 to 4.75, with relative width 1/18.

Direct integration gives S = 7.429×10⁻⁴ and a transfer of 74.3 eV. The table gives S = 7.326×10⁻⁴ and 73.3 eV, an error of −1.4% relative to the direct value. The two displacements act in opposite directions here. The energy midpoint lies below the actual ε, which raises S, while the midpoint in s lies above the actual s, which lowers it. The negative sign shows that the second effect is larger.

For a random medium with atomic density N, take the flight length L = N^(−1/3) and require one atom in the cylinder swept out during a flight:

N π p_max² L = 1, p_max = N^(−1/3)/√π.

Here N = 4/3.52³ = 0.0917 angstrom⁻³, L = 2.2175 angstrom and p_max = 1.251 angstrom. Equal areas are equally likely, so p = p_max √U with U uniform between 0 and 1.

The mean transfer is 541.8 eV by direct integration and 548.5 eV from the table, an error of +1.2%. The sign is as expected: the energy midpoint is too low, and S decreases with ε. The direct nuclear stopping is

541.8/2.2175 ≈ 240 eV/angstrom = 2.4 keV/nm.

When ε was swept evenly through the octave from 0.25 to 0.5, with ten energies in each bin, the largest error of the mean transfer was 2.7%, while the signed average was −0.016%. At the bin edges themselves the error reaches 2.95%. The signed average is almost entirely the residue of the s bins, −0.018% at the energy midpoints, so the energy errors cancel almost completely over an evenly swept range.

A run of 200000 random collisions through the table, at the fixed energy of 100 keV, gave a mean of 529 ± 9 eV, where the uncertainty is one standard error. This is 2.1 standard errors below the table's own average of 548.5 eV. It passes the test set at five standard errors, but it is too noisy to resolve the 1.2% table error.

**Relation to real irradiation**

Self-ion irradiation of nickel is used to study radiation damage. Energies of several MeV are also used, and they lie outside this table. Five more octaves in ε, or 80 more rows, would raise its upper limit from 0.207 to 6.6 MeV. The replacement of s below 2⁻⁸ by j = 0 then becomes coarser: the stored 1 − S grows to about 6×10⁻² near ε = 32, so the s axis should be extended downward as well.

The largest energy loss missing from the elastic model is that to electrons. The Lindhard–Scharff model, in atomic units and with v the ion speed, estimates the electronic stopping cross-section as

S_e = 8π Z₁^(7/6) Z₂ v / (Z₁^(2/3) + Z₂^(2/3))^(3/2).

This gives N S_e L ≈ 180 eV per flight, about a third of the mean nuclear loss. Leaving it out would remove about a quarter of the total estimated loss, so a transport calculation must add it.

A crystal also violates the assumption of random atomic positions. An ion moving at a small angle ψ to an atomic row can be steered along it if its transverse energy E_ion ψ² stays below the row-averaged potential. The row looks continuous only while the ion stays farther from it than about ψd, its sideways motion over one atomic spacing d. Equating E_ion ψ² to the averaged potential at that distance gives ψ ≈ 7° for the close-packed rows. Cones of this half-angle about their 12 directions cover about 4% of all directions. The same criterion applied to the ⟨100⟩, ⟨211⟩ and ⟨111⟩ rows gives 5.3°, 4.6° and 3.5° and raises the share to about 10%, and planar channelling is not counted. For a beam aligned with such a row, the random-medium stopping should not be used.

Three other neglected effects were estimated and are small at 100 keV. Collisions beyond p_max would add about 8×10⁻⁵ of the mean nuclear loss, and v²/c² is 4×10⁻⁶. The classical measure θμvp/ħ is 84 at p_max, well above 1, so the transverse momentum transfer is large compared with ħ/p.

At low energy the binary-collision picture itself becomes doubtful. The pair potential at half the nearest-neighbour distance is about 51 eV, and an ion with energy of that order interacts appreciably with several atoms at once. The table extends down to 6.3 eV, but its bin-width guarantee there says nothing about the validity of the collision model. The numerical output follows.

Numbers as computed

```
Normal float32 bins: 4064; equality at 1/16: 254
Width/lower edge, largest and smallest: 0.062500, 0.032258
Largest finite subnormal ratio: 1.000
Double just below 0.5: real bin 223, float32 bin 224
Table bins in eps, s; entries: 240, 192; 46080
Table storage as float32: 184320 bytes
Coulomb quadrature relative error: 1.13e-11
Newtonian path angle error: 8.33e-12 rad
Quadrature-order change in ln S: 5.03e-08
Largest sum of logarithmic slopes: 11.851
Universal table log error, worst and bound: 0.2766, 0.3647
Coulomb table log error, worst and bound: 0.1213, 0.1231
Largest 1-S at lowest s edge: 1.36e-04
Ni input: Z=28, mass=58.69 u, rough lattice=3.52 angstrom
Ion energy: 100000 eV; example p: 0.50 angstrom
Screening length: 0.10885 angstrom; gamma: 1.000
Atomic density: 0.09171 angstrom^-3; flight: 2.2175 angstrom
Maximum p: 1.2511 angstrom; maximum s: 11.4933
Lowest table energy: 6.330 eV
Upper table energy: 207426 eV
eps: 0.482101; bits: 0 01111101 1110 1101101010111100101
eps bin index, k: 222, 14
eps bin edges: 0.468750, 0.484375
eps width/lower edge: 0.033333
s: 4.593402; bits: 0 10000001 0010 0101111110100100110
s bin index, k: 162, 2
s bin edges: 4.500000, 4.750000
s width/lower edge: 0.055556
Example S, direct and table: 7.429297e-04, 7.325749e-04
Example transfer, direct: 74.293 eV
Example transfer, table: 73.257 eV
Example table error: -1.394 percent
Mean transfer, direct and table: 541.80, 548.47 eV
Mean transfer table error: 1.230 percent
Nuclear stopping, direct: 244.34 eV/angstrom
Same nuclear stopping: 2443.4 eV/nm
Octave scan, largest absolute error: 2.654 percent
Octave scan, mean signed error: -0.0161 percent
Random collisions: 200000; mean transfer: 529.35 eV
Random-mean standard error: 9.05 eV
Electronic loss per flight, estimate: 176.10 eV
Electronic/nuclear loss: 0.3250
Loss beyond maximum p / mean loss: 8.389e-05
Channelling angle estimate: 6.82 degrees
Directions in 12 axial cones: 4.25 percent
Pair potential at half neighbour distance: 50.97 eV
Classical action measure at maximum p: 83.78
Relativistic measure v^2/c^2: 3.658e-06
```
